# The Mirror Image Missing from a Chiral Precursor's Vapour Entropy: test program

```python
# Result under test: at equal temperature T and total pressure p, an ideal racemic
# vapour has entropy k ln 2 per molecule above that of the enantiopure vapour.
# The one-structure entropy contains translation, rotation and vibration of one hand.
# sigma = number of proper rotations that map a molecule onto itself.
# Units: eV, angstrom, u (atomic mass unit), K; entropies are in units of k.
# p_one = vapour pressure computed with a gas of one hand only.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

k = const.k / const.e
hbar2 = const.hbar**2 / (const.atomic_mass * 1e-20 * const.e)  # eV u A^2
torr = const.torr * 1e-30 / const.e                          # eV / A^3
ln2 = np.log(2.0)
T0, p0 = 450.0, 1.0 * torr

# ---------- geometry, symmetry number and mirror image ----------
masses = np.array([50.0] + [16.0] * 6 + [68.0] * 3)
bond, bead_radius = 2.0, 4.0


def skeleton(twist_degrees):
    """Metal, three upper donors, three lower donors, three ligand beads."""
    rho, height = bond * np.sqrt(2 / 3), bond / np.sqrt(3)
    centre = np.radians([0.0, 120.0, 240.0])
    half = np.radians(twist_degrees / 2)
    points = [[0.0, 0.0, 0.0]]
    for sign in (1, -1):
        for angle in centre + sign * half:
            points.append([rho * np.cos(angle), rho * np.sin(angle), sign * height])
    for angle in centre:
        points.append([bead_radius * np.cos(angle), bead_radius * np.sin(angle), 0.0])
    return np.array(points)


relabelings = np.array([(0,) + d + b
                        for d in itertools.permutations(range(1, 7))
                        for b in itertools.permutations(range(7, 10))])


def proper_matches(reference, target):
    """Count exact superpositions by proper rotation; also give least rms misfit."""
    overlap = np.einsum('ni,pnj->pij', reference, target[relabelings])
    singular = np.linalg.svd(overlap, compute_uv=False)
    best = singular[:, 0] + singular[:, 1] + np.sign(np.linalg.det(overlap)) * singular[:, 2]
    misfit = np.sum(reference**2) + np.sum(target**2) - 2 * best
    return int(np.sum(misfit < 1e-8)), np.sqrt(max(misfit.min(), 0.0) / len(reference))


mirror = np.array([1.0, 1.0, -1.0])
right, prism = skeleton(60.0), skeleton(0.0)
left = right * mirror
sigma, _ = proper_matches(right, right)
mirror_count, mirror_misfit = proper_matches(right, left)
prism_count, _ = proper_matches(prism, prism * mirror)
assert sigma == 6 and mirror_count == 0 and mirror_misfit > 0.1
assert prism_count == 6

# ---------- one potential for both hands: frequencies and inertia ----------
pair_i, pair_j = np.triu_indices(10, 1)
rest = np.linalg.norm(right[pair_i] - right[pair_j], axis=1)
spring = np.full(len(rest), 0.3)
for index, (i, j) in enumerate(zip(pair_i, pair_j)):
    if i == 0 and 1 <= j <= 6:
        spring[index] = 10.0
    elif 1 <= i <= 6 and j >= 7 and (i - 1) % 3 == j - 7:
        spring[index] = 10.0
    elif 1 <= i <= 3 and j == i + 3:
        spring[index] = 5.0


def gradient(flat):
    xyz = flat.reshape(10, 3)
    difference = xyz[pair_i] - xyz[pair_j]
    length = np.linalg.norm(difference, axis=1)
    force = (spring * (length - rest) / length)[:, None] * difference
    result = np.zeros((10, 3))
    np.add.at(result, pair_i, force)
    np.add.at(result, pair_j, -force)
    return result.ravel()


def mode_energies(xyz):
    flat, step = xyz.ravel(), 1e-4
    hessian = np.array([(gradient(flat + step * e) - gradient(flat - step * e)) / (2 * step)
                        for e in np.eye(30)])
    weight = np.sqrt(np.repeat(masses, 3))
    values = np.linalg.eigvalsh((hessian + hessian.T) / 2 / np.outer(weight, weight))
    assert np.max(np.abs(values[:6])) < 1e-5 and values[6] > 1e-3
    return np.sqrt(hbar2 * values[6:])


def inertia(xyz):
    centred = xyz - masses @ xyz / masses.sum()
    tensor = np.sum(masses * np.sum(centred**2, axis=1)) * np.eye(3)
    return np.linalg.eigvalsh(tensor - (masses[:, None] * centred).T @ centred)


modes, modes_left = mode_energies(right), mode_energies(left)
moments = inertia(right)
assert np.max(np.abs(gradient(left.ravel()))) < 1e-10
assert np.allclose(modes, modes_left, rtol=1e-5)
assert np.allclose(moments, inertia(left), rtol=1e-10)

# ---------- entropy of one hand and of the racemate ----------
total_mass = masses.sum()


def ln_translation(T):
    return 1.5 * np.log(total_mass * k * T / (2 * np.pi * hbar2))


def ln_rotation(T):
    return 0.5 * np.log(np.pi) - np.log(sigma) + 0.5 * np.sum(np.log(2 * moments * k * T / hbar2))


def ln_vibration(T):
    return -np.sum(np.log1p(-np.exp(-modes / (k * T))))


def harmonic_entropy(energies, T):
    x = np.asarray(energies) / (k * T)
    return np.sum(x / np.expm1(x) - np.log1p(-np.exp(-x)))


s_trans = ln_translation(T0) + np.log(k * T0 / p0) + 2.5
s_rot = ln_rotation(T0) + 1.5
s_vib = harmonic_entropy(modes, T0)
s_one = s_trans + s_rot + s_vib


def entropy_from_free_energy(fraction, number=1e6):
    """Entropy per molecule from -dF/dT of a finite gas at fixed volume."""
    volume = number * k * T0 / p0
    counts = number * np.array([fraction, 1 - fraction])

    def t_ln_q(T):
        single = ln_translation(T) + np.log(volume) + ln_rotation(T) + ln_vibration(T)
        return T * (single - np.sum(gammaln(counts + 1)) / number)
    return (t_ln_q(T0 + 0.1) - t_ln_q(T0 - 0.1)) / 0.2


s_pure_numeric = entropy_from_free_energy(1.0)
s_racemic_numeric = entropy_from_free_energy(0.5)
s_partial = entropy_from_free_energy(0.75)
mix_partial = -(0.75 * np.log(0.75) + 0.25 * np.log(0.25))
assert abs(s_pure_numeric - s_one) < 1e-4
assert abs(s_racemic_numeric - s_one - ln2) < 1e-4
assert abs(s_partial - s_one - mix_partial) < 1e-4

# Explicit lattice-gas enumeration: 0 empty, 1 right, 2 left; four molecules.
pure_states = mixed_states = 0
for state in itertools.product((0, 1, 2), repeat=8):
    pure_states += state.count(1) == 4 and state.count(2) == 0
    mixed_states += state.count(1) == 2 and state.count(2) == 2


def finite_mixing(number):
    return (gammaln(number + 1) - 2 * gammaln(number / 2 + 1)) / number


assert abs(np.log(mixed_states / pure_states) / 4 - finite_mixing(4)) < 1e-12

# ---------- double well: mirror image already counted ----------
barrier, twist_mass, well_position = 1.4, 40.0, 1.0
dx = 0.012
x_grid = dx * np.arange(-150, 151)
separation = np.subtract.outer(np.arange(301), np.arange(301))
safe = np.where(separation == 0, 1, separation)
kinetic = np.where(separation == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(separation) / safe**2)
kinetic *= hbar2 / (2 * twist_mass * dx**2)


def level_entropy(potential):
    levels = np.linalg.eigvalsh(kinetic + np.diag(potential))
    x = (levels - levels[0]) / (k * T0)
    weights = np.exp(-x)
    return np.log(weights.sum()) + np.sum(x * weights) / weights.sum()


double_well = barrier * (1 - (x_grid / well_position)**2)**2
one_well = np.where(x_grid < 0, barrier + 50 * x_grid**2, double_well)
s_double, s_single = level_entropy(double_well), level_entropy(one_well)
twist_quantum = np.sqrt(hbar2 * 8 * barrier / twist_mass) / well_position
s_twist_harmonic = harmonic_entropy([twist_quantum], T0)
anharmonic = s_single - s_twist_harmonic
assert abs(s_double - s_single - ln2) < 1e-6
assert abs(anharmonic) < 0.02

# ---------- closed-box equilibrium of vapour and condensed phase ----------
pure_vapour_number, total_number = 1e4, 1e6


def equilibrium_number(kind):
    def ln_q(n):
        value = n * np.log(pure_vapour_number)
        if kind == 'pure':
            return value - gammaln(n + 1)
        value -= 2 * gammaln(n / 2 + 1)
        if kind == 'liquid':
            rest_number = total_number - n
            value += gammaln(rest_number + 1) - 2 * gammaln(rest_number / 2 + 1)
        return value
    return brentq(lambda n: ln_q(n + 2) - ln_q(n), 10, 1e5)


n_pure = equilibrium_number('pure')
crystal_ratio = equilibrium_number('crystal') / n_pure
liquid_ratio = equilibrium_number('liquid') / n_pure
assert abs(crystal_ratio - 2) < 2e-3 and abs(liquid_ratio - 1) < 2e-3

# ---------- source temperature for an ordered racemic crystal ----------
cohesive, lattice_quantum = 1.15, 0.005


def p_one(T):
    ln_lattice = -6 * np.log(2 * np.sinh(lattice_quantum / (2 * k * T)))
    return k * T * np.exp(ln_translation(T) + ln_rotation(T) - ln_lattice - cohesive / (k * T))


def sublimation_enthalpy(T):
    lattice_energy = 3 * lattice_quantum / np.tanh(lattice_quantum / (2 * k * T))
    return cohesive + 4 * k * T - lattice_energy


T_correct = brentq(lambda T: 2 * p_one(T) - p0, 350, 600)
T_naive = brentq(lambda T: p_one(T) - p0, 350, 600)
T_shift = T_naive - T_correct
enthalpy = sublimation_enthalpy((T_naive + T_correct) / 2)
shift_formula = k * T_naive * T_correct * ln2 / enthalpy
slope_enthalpy = k * T0**2 * (np.log(p_one(T0 + 0.1)) - np.log(p_one(T0 - 0.1))) / 0.2
assert abs(slope_enthalpy - sublimation_enthalpy(T0)) < 1e-5
assert abs(T_shift / shift_formula - 1) < 1e-3

# ---------- sizes of neglected effects ----------
attempt = twist_quantum * const.e / const.h
rate = attempt * np.exp(-barrier / (k * T0))
excess_left = np.exp(-2 * rate * 1.0)
top_quantum = np.sqrt(hbar2 * 4 * barrier / twist_mass) / well_position
wigner = 1 + (top_quantum / (k * T0))**2 / 24
degeneracy = p0 / (k * T0) * np.exp(-ln_translation(T0))
diameter, range_ratio, like_depth, unlike_depth = 9.0, 1.5, 0.15, 0.165


def second_virial(depth, T):
    core = 2 * np.pi * diameter**3 / 3
    return core * (1 - (range_ratio**3 - 1) * np.expm1(depth / (k * T)))


well_integral = quad(lambda r: np.expm1(like_depth / (k * T0)) * r**2,
                     diameter, range_ratio * diameter)[0]
virial_direct = 2 * np.pi * (diameter**3 / 3 - well_integral)
assert abs(virial_direct / second_virial(like_depth, T0) - 1) < 1e-9


def virial_difference(T):
    return second_virial(unlike_depth, T) - second_virial(like_depth, T)


discrimination = -p0 / (2 * k) * (virial_difference(T0 + 0.1) - virial_difference(T0 - 0.1)) / 0.2
assert abs(discrimination) < 0.05 * ln2 and degeneracy < 1e-6


def show(label, value, unit='', form='.4f'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show('Temperature', T0, 'K', '.1f')
show('Total pressure', p0 / torr, 'Torr', '.2f')
show('Molecular mass', total_mass, 'u', '.1f')
show('Metal-donor distance', bond, 'angstrom', '.2f')
show('Metal-bead distance', bead_radius, 'angstrom', '.2f')
show('Symmetry number of twisted skeleton', sigma, '', 'd')
show('Proper matches to its mirror image', mirror_count, '', 'd')
show('Least rms misfit to mirror image', mirror_misfit, 'angstrom')
show('Proper matches, untwisted prism to image', prism_count, '', 'd')
print('Moments of inertia:', ' '.join(f'{v:.1f}' for v in moments), 'u angstrom^2')
show('Lowest mode energy, right hand', modes[0], 'eV', '.6f')
show('Lowest mode energy, left hand', modes_left[0], 'eV', '.6f')
show('Highest mode energy, right hand', modes[-1], 'eV', '.6f')
show('Translational entropy', s_trans, 'k')
show('Rotational entropy', s_rot, 'k')
show('Skeleton vibrational entropy', s_vib, 'k')
show('One-hand entropy, formula', s_one, 'k')
show('One-hand entropy, from free energy', s_pure_numeric, 'k')
show('Racemic entropy, from free energy', s_racemic_numeric, 'k')
show('Racemic minus one-hand, numerical', s_racemic_numeric - s_pure_numeric, 'k', '.5f')
show('ln 2', ln2, 'k', '.5f')
show('k ln 2', k * ln2, 'eV/K', '.4e')
show('R ln 2', const.R * ln2, 'J/(mol K)', '.3f')
show('k T ln 2', k * T0 * ln2, 'eV', '.5f')
show('Mixing entropy at 75:25, formula', mix_partial, 'k')
show('Mixing entropy at 75:25, numerical', s_partial - s_pure_numeric, 'k')
print('Lattice states, pure and mixed:', pure_states, mixed_states)
for number in (4, 100, 1000000):
    show(f'Mixing entropy per molecule, N={number}', finite_mixing(number), 'k', '.5f')
show('Twist barrier', barrier, 'eV', '.2f')
show('Twist effective mass', twist_mass, 'u', '.1f')
show('Twist well position (+/-)', well_position, 'angstrom', '.2f')
show('Twist quantum', twist_quantum, 'eV', '.5f')
show('Twist entropy, harmonic one well', s_twist_harmonic, 'k', '.5f')
show('Twist entropy, one well levels', s_single, 'k', '.5f')
show('Twist entropy, both wells levels', s_double, 'k', '.5f')
show('Twist anharmonic entropy', anharmonic, 'k', '.5f')
show('Pressure ratio, ordered racemic crystal', crystal_ratio)
show('Pressure ratio, ideal racemic liquid', liquid_ratio)
show('Cohesive energy', cohesive, 'eV', '.3f')
show('Lattice quantum (six modes)', lattice_quantum, 'eV', '.4f')
show('p_one at 450 K', p_one(T0) / torr, 'Torr')
show('Ordered racemic crystal pressure at 450 K', 2 * p_one(T0) / torr, 'Torr')
show('Sublimation enthalpy at mean source T', enthalpy, 'eV')
show('Source T for 1 Torr, ln 2 included', T_correct, 'K', '.2f')
show('Source T for 1 Torr, ln 2 omitted', T_naive, 'K', '.2f')
show('Source T error, direct', T_shift, 'K', '.3f')
show('Source T error, formula', shift_formula, 'K', '.3f')
show('Racemisation rate, one direction', rate, '1/s', '.3e')
show('Enantiomeric excess left after 1 s', excess_left, '', '.5f')
show('Wigner tunnelling factor on rate', wigner)
show('Quantum degeneracy parameter', degeneracy, '', '.2e')
print('Pair diameter, range ratio:', diameter, 'angstrom,', range_ratio)
print('Like and unlike pair depths:', like_depth, unlike_depth, 'eV')
show('Chiral discrimination entropy estimate', discrimination, 'k', '.5f')
print('success')
```

It prints:

```
Temperature: 450.0 K
Total pressure: 1.00 Torr
Molecular mass: 350.0 u
Metal-donor distance: 2.00 angstrom
Metal-bead distance: 4.00 angstrom
Symmetry number of twisted skeleton: 6
Proper matches to its mirror image: 0
Least rms misfit to mirror image: 1.1235 angstrom
Proper matches, untwisted prism to image: 6
Moments of inertia: 1888.0 1888.0 3520.0 u angstrom^2
Lowest mode energy, right hand: 0.005314 eV
Lowest mode energy, left hand: 0.005314 eV
Highest mode energy, right hand: 0.074032 eV
Translational entropy: 29.5285 k
Rotational entropy: 16.2880 k
Skeleton vibrational entropy: 34.0390 k
One-hand entropy, formula: 79.8554 k
One-hand entropy, from free energy: 79.8554 k
Racemic entropy, from free energy: 80.5486 k
Racemic minus one-hand, numerical: 0.69314 k
ln 2: 0.69315 k
k ln 2: 5.9731e-05 eV/K
R ln 2: 5.763 J/(mol K)
k T ln 2: 0.02688 eV
Mixing entropy at 75:25, formula: 0.5623 k
Mixing entropy at 75:25, numerical: 0.5623 k
Lattice states, pure and mixed: 70 420
Mixing entropy per molecule, N=4: 0.44794 k
Mixing entropy per molecule, N=100: 0.66784 k
Mixing entropy per molecule, N=1000000: 0.69314 k
Twist barrier: 1.40 eV
Twist effective mass: 40.0 u
Twist well position (+/-): 1.00 angstrom
Twist quantum: 0.03421 eV
Twist entropy, harmonic one well: 1.15710 k
Twist entropy, one well levels: 1.16794 k
Twist entropy, both wells levels: 1.86108 k
Twist anharmonic entropy: 0.01084 k
Pressure ratio, ordered racemic crystal: 2.0001
Pressure ratio, ideal racemic liquid: 1.0000
Cohesive energy: 1.150 eV
Lattice quantum (six modes): 0.0050 eV
p_one at 450 K: 0.8817 Torr
Ordered racemic crystal pressure at 450 K: 1.7634 Torr
Sublimation enthalpy at mean source T: 1.0727 eV
Source T for 1 Torr, ln 2 included: 440.96 K
Source T for 1 Torr, ln 2 omitted: 452.06 K
Source T error, direct: 11.099 K
Source T error, formula: 11.100 K
Racemisation rate, one direction: 1.731e-03 1/s
Enantiomeric excess left after 1 s: 0.99654
Wigner tunnelling factor on rate: 1.0162
Quantum degeneracy parameter: 1.83e-12
Pair diameter, range ratio: 9.0 angstrom, 1.5
Like and unlike pair depths: 0.15 0.165 eV
Chiral discrimination entropy estimate: -0.00446 k
success
```
